# Where Arrhenius Mobility Lines Meet: Gill's Law and the Poole-Frenkel Law: verification in Python

```python
# Result under test: with Gill's mobility law
#   mu = mu0 exp(-(Delta - beta sqrt(F)) (u - u0)),  u = 1/(kT), u0 = 1/(k T0),
# Arrhenius lines for all fields F meet at T = T0, mu = mu0. The ordinary
# Poole-Frenkel law (u0 = 0, constant mu0) has its meeting point at 1/T = 0.
# Delta: zero-field barrier (eV); beta sqrt(F): Coulomb barrier lowering (eV).
# Internal units: eV, nm, V/nm (1 MV/cm = 0.1 V/nm); mobility in cm2/Vs.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import minimize_scalar, brentq

k = sc.k / sc.e
Delta, eps_r, T0, mu0 = 0.65, 3.0, 600.0, 1.0e-2
fields_MV = np.array([0.1, 0.2, 0.5])
fields = 0.1 * fields_MV
hop = 1.0             # rough hopping distance, nm
T_glass = 500.0       # rough glass temperature, K
F_break = 2.0         # rough breakdown field, MV/cm
u0 = 1 / (k * T0)
coul = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e9   # V nm
beta = 2 * np.sqrt(coul)                                 # eV (nm/V)^(1/2)


def numeric_top(F, cosine=1.0):
    """Barrier lowering and its radius from direct maximization."""
    res = minimize_scalar(
        lambda s: coul * np.exp(-s) + F * cosine * np.exp(s),
        bounds=(-3, 12), method="bounded", options={"xatol": 1e-10})
    return res.fun, np.exp(res.x)


tops = {F: numeric_top(F) for F in fields}
for F in fields:
    assert abs(tops[F][0] - beta * np.sqrt(F)) < 1e-10
    assert abs(tops[F][1] / np.sqrt(coul / F) - 1) < 1e-5


def ln_mu(F, u, shift):
    return np.log(mu0) - (Delta - tops[F][0]) * (u - shift)


def window(T_low, T_high):
    return np.linspace(1 / (k * T_high), 1 / (k * T_low), 21)


def crossing(F1, F2, u, shift, extra=None):
    """Fit two Arrhenius lines on the window u and intersect them."""
    lines = []
    for F in (F1, F2):
        y = ln_mu(F, u, shift)
        if extra is not None:
            y = y + extra(F, u, u - shift)
        lines.append(np.polyfit(u, y, 1))
    (s1, c1), (s2, c2) = lines
    u_cross = -(c2 - c1) / (s2 - s1)
    return u_cross, s1 * u_cross + c1


warm, cold = window(300, 400), window(220, 280)
pairs = [(0, 1), (1, 2), (0, 2)]
gill_T, pf_u = [], []
for i, j in pairs:
    u_g, height = crossing(fields[i], fields[j], warm, u0)
    u_p, height_p = crossing(fields[i], fields[j], warm, 0.0)
    gill_T.append(1 / (k * u_g))
    pf_u.append(u_p)
    assert abs(gill_T[-1] - T0) < 1e-6
    assert abs(height - np.log(mu0)) < 1e-8
    assert abs(u_p) < 1e-8 and abs(height_p - np.log(mu0)) < 1e-8

# Apparent prefactor of a Gill line: extrapolation of the fit to 1/T = 0.
prefactors = []
for F in fields:
    intercept = np.polyfit(warm, ln_mu(F, warm, u0), 1)[1]
    expected = np.log(mu0) + (Delta - beta * np.sqrt(F)) * u0
    assert abs(intercept - expected) < 1e-8
    prefactors.append(np.exp(intercept))

# Field slope d ln(mu) / d sqrt(F): finite difference against beta (u - u0).
field_slopes = {}
for T in (300.0, 400.0, 600.0, 700.0):
    u = 1 / (k * T)
    d = (ln_mu(fields[2], u, u0) - ln_mu(fields[0], u, u0))
    d /= np.sqrt(fields[2]) - np.sqrt(fields[0])
    assert abs(d - beta * (u - u0)) < 1e-7
    field_slopes[T] = d * np.sqrt(0.1)     # per (MV/cm)^(1/2)
assert field_slopes[400.0] > 0 > field_slopes[700.0]

# Current density has an additional factor F: no common point remains.
current_T, current_pf = [], []
for i, j in pairs[:2]:
    F1, F2 = fields[i], fields[j]
    offset = np.log(F2 / F1) / (beta * (np.sqrt(F2) - np.sqrt(F1)))
    for shift, store in ((u0, current_T), (0.0, current_pf)):
        u_c, _ = crossing(F1, F2, warm, shift,
                          lambda F, u, w: np.log(F) + 0 * u)
        assert abs(u_c - (shift - offset)) < 1e-7
        store.append(1000 * k * u_c)
assert abs(current_T[0] - current_T[1]) > 0.1
assert max(current_pf) < 0


# Neglected effect 1: escape averaged over directions.
def angle_mean(z):
    return 0.5 + (1 + (z - 1) * np.exp(z)) / z**2


def angle(F, u, w):
    z = beta * np.sqrt(F) * w
    return np.log(angle_mean(z)) - z


w_test = 1 / (k * 300) - u0
direct = 0.5 + 0.5 * quad(
    lambda c: np.exp(numeric_top(fields[2], c)[0] * w_test), 0, 1)[0]
assert abs(direct / angle_mean(beta * np.sqrt(fields[2]) * w_test) - 1) < 1e-5


def true_difference(u):
    def mean(F):
        z = beta * np.sqrt(F) * (u - u0)
        return 0.5 + quad(lambda s: s * np.exp(z * s), 0, 1)[0]
    return np.log(mean(fields[2]) / mean(fields[0]))


T_true = 1 / (k * brentq(true_difference, u0 - 3, u0 + 4))
assert abs(T_true - T0) < 1e-5


# Neglected effect 2: backward hops over the distance 'hop'.
def back_hops(F, u, w):
    x = F * hop * u / 2
    return np.log(np.sinh(x) / x)


x = fields[2] * hop / (2 * k * 300)
n = 81
rates = np.diag(np.full(n - 1, np.exp(x)), -1)
rates += np.diag(np.full(n - 1, np.exp(-x)), 1)
rates -= np.diag(rates.sum(axis=0))
start = np.zeros(n)
start[n // 2] = 1
drift = (np.arange(n) - n // 2) @ (expm(rates) @ start)
assert abs(drift / (2 * x) - np.exp(back_hops(fields[2], 1/(k*300), 0))) < 1e-8


# Neglected effect 3: tunnelling through the parabolic top, free mass.
def top_quantum(F):
    h2_m = sc.hbar**2 / (sc.m_e * sc.e) * 1e18
    return np.sqrt(h2_m * 2 * coul / np.sqrt(coul / F)**3)


def tunnelling(F, u, w):
    y = top_quantum(F) * u
    return np.log((y / 2) / np.sin(y / 2))


Fh, uh = fields[2], 1 / (k * 300)
r, dr = tops[Fh][1], 1e-3
V = lambda q: -coul / q - Fh * q
curvature = -(V(r + dr) - 2 * V(r) + V(r - dr)) / dr**2
assert abs(curvature / (2 * coul / r**3) - 1) < 1e-4
hw = top_quantum(Fh)
kemble = quad(lambda e: uh * np.exp(-e * uh) /
              (1 + np.exp(-2 * np.pi * e / hw)),
              -(Delta - tops[Fh][0]), 1.5, points=[0], limit=200)[0]
assert abs(np.log(kemble) - tunnelling(Fh, uh, 0)) < 1e-4

effects = {"all directions": angle, "backward hops": back_hops,
           "top tunnelling": tunnelling}
table = {}
for name, f in effects.items():
    t_warm = 1 / (k * crossing(fields[0], Fh, warm, u0, f)[0])
    t_cold = 1 / (k * crossing(fields[0], Fh, cold, u0, f)[0])
    inv_pf = 1000 * k * crossing(fields[0], Fh, warm, 0.0, f)[0]
    table[name] = (np.exp(f(Fh, uh, uh - u0)), t_warm, t_cold, inv_pf)
for name in ("backward hops", "top tunnelling"):
    assert table[name][1] > T0 > table[name][2]
assert table["all directions"][1] < T0 - 30
assert 0 < table["all directions"][3] < 1000 / (3 * T0)

# Neglected effect 4: Gaussian disorder, ln(mu) = -(2 sigma u / 3)^2,
# with sigma matched to the zero-field slope at the window centre.
uc = warm.mean()
sigma = np.sqrt(9 * Delta / (8 * uc))
gauss = lambda u: -(2 * sigma * u / 3)**2
slope = (gauss(uc + 1e-3) - gauss(uc - 1e-3)) / 2e-3
assert abs(slope + Delta) < 1e-8
bend = lambda F, u, w: gauss(u) - gauss(uc) - slope * (u - uc)
u_bent, _ = crossing(fields[0], Fh, warm, u0, bend)
assert abs(1 / (k * u_bent) - T0) < 1e-6
bend_edge = np.exp(bend(Fh, warm[-1], 0))
bend_T0 = np.exp(bend(Fh, u0, 0))
F_c = 10 * (Delta / beta)**2
assert F_c > fields_MV.max()
reach = (warm[0] - u0) / (warm[-1] - warm[0])

print(f"Delta = {Delta:.2f} eV, eps_r = {eps_r:.1f}, T0 = {T0:.0f} K")
print(f"mu0 = {mu0:.3f} cm2/Vs, k*T0 = {k*T0:.5f} eV")
print(f"beta = {beta*np.sqrt(0.1):.4f} eV (cm/MV)^(1/2)")
print(f"barrier-vanishing field F_c = {F_c:.3f} MV/cm")
for F, FM, pre in zip(fields, fields_MV, prefactors):
    print(f"F = {FM:.1f} MV/cm: lowering {tops[F][0]:.4f} eV, "
          f"E_a {Delta-tops[F][0]:.4f} eV, r_m {tops[F][1]:.2f} nm")
    print(f"  Gill apparent prefactor {pre:.4g} cm2/Vs")
    values = [np.exp(ln_mu(F, 1/(k*T), u0)) for T in (300, 400, 600)]
    print("  Gill mu at 300, 400, 600 K: "
          + ", ".join(f"{v:.3e}" for v in values) + " cm2/Vs")
    print(f"  ordinary PF mu at 300 K, same mu0: "
          f"{np.exp(ln_mu(F, uh, 0.0)):.3e} cm2/Vs")
print(f"T_eff at 300 K = {1/(1/300-1/T0):.1f} K, "
      f"at 400 K = {1/(1/400-1/T0):.1f} K")
for (i, j), tg, up in zip(pairs, gill_T, pf_u):
    print(f"fitted pair {fields_MV[i]:.1f}/{fields_MV[j]:.1f} MV/cm: "
          f"Gill T = {tg:.3f} K, PF 1000/T = {abs(1000*k*up):.6f} 1/K")
for T, d in field_slopes.items():
    print(f"d ln(mu)/d sqrt(F) at {T:.0f} K = {d + 0.0:.4f} (cm/MV)^(1/2)")
for (i, j), cg, cp in zip(pairs[:2], current_T, current_pf):
    print(f"current lines {fields_MV[i]:.1f}/{fields_MV[j]:.1f} MV/cm: "
          f"Gill T = {1000/cg:.1f} K, PF 1000/T = {cp:.4f} 1/K")
print("Neglected effects, lines at 0.1 and 0.5 MV/cm:")
for name, (factor, tw, tc, ip) in table.items():
    print(f"{name}: mu factor at 300 K, 0.5 MV/cm = {factor:.3f}")
    print(f"  Gill crossing: fit 300-400 K {tw:.1f} K, "
          f"fit 220-280 K {tc:.1f} K")
    print(f"  PF crossing, fit 300-400 K: {1000/ip:.0f} K")
print(f"true all-direction Gill curves cross at {T_true:.3f} K")
print(f"hop distance (rough) = {hop:.1f} nm, top quantum = {hw:.4f} eV")
print(f"disorder width sigma = {sigma:.4f} eV, matched at {1/(k*uc):.1f} K")
print(f"disorder: mu factor at 300 K = {bend_edge:.3f}, "
      f"at T0 = {bend_T0:.3f}")
print(f"disorder: fitted crossing = {1/(k*u_bent):.3f} K")
print(f"rough glass temperature = {T_glass:.0f} K, "
      f"T0 lies {T0-T_glass:.0f} K above it")
print(f"largest field / rough breakdown field ({F_break:.1f} MV/cm) = "
      f"{fields_MV.max()/F_break:.2f}")
print(f"extrapolation length / fit window in 1/T = {reach:.2f}")
print("success")
```

Output:

```
Delta = 0.65 eV, eps_r = 3.0, T0 = 600 K
mu0 = 0.010 cm2/Vs, k*T0 = 0.05170 eV
beta = 0.4382 eV (cm/MV)^(1/2)
barrier-vanishing field F_c = 2.201 MV/cm
F = 0.1 MV/cm: lowering 0.1386 eV, E_a 0.5114 eV, r_m 6.93 nm
  Gill apparent prefactor 197.6 cm2/Vs
  Gill mu at 300, 400, 600 K: 5.060e-07, 7.113e-05, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 2.560e-11 cm2/Vs
F = 0.2 MV/cm: lowering 0.1960 eV, E_a 0.4540 eV, r_m 4.90 nm
  Gill apparent prefactor 65.13 cm2/Vs
  Gill mu at 300, 400, 600 K: 1.535e-06, 1.239e-04, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 2.357e-10 cm2/Vs
F = 0.5 MV/cm: lowering 0.3098 eV, E_a 0.3402 eV, r_m 3.10 nm
  Gill apparent prefactor 7.199 cm2/Vs
  Gill mu at 300, 400, 600 K: 1.389e-05, 3.727e-04, 1.000e-02 cm2/Vs
  ordinary PF mu at 300 K, same mu0: 1.930e-08 cm2/Vs
T_eff at 300 K = 600.0 K, at 400 K = 1200.0 K
fitted pair 0.1/0.2 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
fitted pair 0.2/0.5 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
fitted pair 0.1/0.5 MV/cm: Gill T = 600.000 K, PF 1000/T = 0.000000 1/K
d ln(mu)/d sqrt(F) at 300 K = 8.4746 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 400 K = 4.2373 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 600 K = 0.0000 (cm/MV)^(1/2)
d ln(mu)/d sqrt(F) at 700 K = -1.2107 (cm/MV)^(1/2)
current lines 0.1/0.2 MV/cm: Gill T = 1597.5 K, PF 1000/T = -1.0407 1/K
current lines 0.2/0.5 MV/cm: Gill T = 1027.4 K, PF 1000/T = -0.6934 1/K
Neglected effects, lines at 0.1 and 0.5 MV/cm:
all directions: mu factor at 300 K, 0.5 MV/cm = 0.140
  Gill crossing: fit 300-400 K 509.5 K, fit 220-280 K 499.3 K
  PF crossing, fit 300-400 K: 3042 K
backward hops: mu factor at 300 K, 0.5 MV/cm = 1.163
  Gill crossing: fit 300-400 K 603.3 K, fit 220-280 K 595.5 K
  PF crossing, fit 300-400 K: 19500 K
top tunnelling: mu factor at 300 K, 0.5 MV/cm = 1.172
  Gill crossing: fit 300-400 K 602.4 K, fit 220-280 K 591.2 K
  PF crossing, fit 300-400 K: 17955 K
true all-direction Gill curves cross at 600.000 K
hop distance (rough) = 1.0 nm, top quantum = 0.0496 eV
disorder width sigma = 0.1470 eV, matched at 342.9 K
disorder: mu factor at 300 K = 0.799, at T0 = 0.133
disorder: fitted crossing = 600.000 K
rough glass temperature = 500 K, T0 lies 100 K above it
largest field / rough breakdown field (2.0 MV/cm) = 0.25
extrapolation length / fit window in 1/T = 1.00
success
```
